# Exchange coupling of linear H···H₂···H from broken-symmetry UCCSD

## The problem

Four hydrogen atoms lie on a line. The two inner atoms form an H₂ molecule with bond length 1.40 bohr, and each outer atom is 3.00 bohr from its nearest neighbour. Each end carries one unpaired electron, and the closed-shell molecule between them acts as a bridge. The nuclei are fixed, the Hamiltonian is non-relativistic, and the basis is 6-311G. The geometry is a chosen model, not an equilibrium structure.

Describe the lowest singlet and triplet by two spins 1/2 with

\[
H_{\rm eff}=E_0-2J\,\mathbf S_A\cdot\mathbf S_B .
\]

Two unrestricted coupled-cluster singles and doubles (UCCSD) calculations are available. The high-spin (HS) one has \(M_S=1\). The broken-symmetry (BS) one has \(M_S=0\) and starts from a determinant with spin up at one end and spin down at the other.

1. Relate \(J\) to the singlet-triplet gap, and derive the Yamaguchi formula for \(J\) from the energies and \(\langle S^2\rangle\) of the BS and HS states.
2. A coupled-cluster expectation value has different left and right states. Under what condition does the formula remain exact?
3. Express \(\langle S^2\rangle\) through density matrices when the α and β orbitals differ.
4. Evaluate \(J\) and compare it with full configuration interaction (FCI) in the same basis.
5. Find where the error comes from, and decide whether \(\langle S^2\rangle\) may be taken from UHF instead.

## Hints

**For 1.** Square \(\mathbf S=\mathbf S_A+\mathbf S_B\). The model energy is then linear in \(\langle S^2\rangle\).

**For 2.** Expand the right state in the singlet and the \(M_S=0\) triplet. Leave the left state general.

**For 3.** Start from \(S^2=S_-S_++S_z(S_z+1)\), and keep the overlap between α and β orbitals.

**For 5.** Plot energy against \(\langle S^2\rangle\). The exact singlet and triplet define a straight line. Ask how far each approximate state lies from it.

## Full solution

### 1. From the gap to the Yamaguchi formula

For two spins 1/2, \(S_A^2=S_B^2=3/4\), so

\[
S^2=\tfrac34+\tfrac34+2\,\mathbf S_A\cdot\mathbf S_B
\quad\Rightarrow\quad
\mathbf S_A\cdot\mathbf S_B=\tfrac12\left(S^2-\tfrac32\right).
\]

Inserting this into the model gives

\[
H_{\rm eff}=E_0-J\left(S^2-\tfrac32\right).
\]

The singlet has \(S^2=0\) and the triplet has \(S^2=2\). Hence

\[
E_S=E_0+\tfrac32J,\qquad E_T=E_0-\tfrac12J,\qquad E_S-E_T=2J .
\]

A negative \(J\) means a singlet ground state, that is, antiferromagnetic coupling. With only two levels, this relation can serve as the definition of \(J\); the model is not being tested by it.

Any state of the model obeys \(E=E_0-J(\langle S^2\rangle-\tfrac32)\). Subtracting the HS equation from the BS equation removes \(E_0\) and the constant:

\[
E_{BS}-E_{HS}=-J\left(\langle S^2\rangle_{BS}-\langle S^2\rangle_{HS}\right),
\]

\[
J=\frac{E_{BS}-E_{HS}}{\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}} .
\]

This is the Yamaguchi formula. It reads the slope \(-J\) of a straight line from two points in the plane of \(\langle S^2\rangle\) and \(E\).

A BS state is a natural second point because a mixture of singlet \(|S\rangle\) and triplet \(|T_0\rangle\) with equal weights localizes the spins. For the FCI vectors, such a mixture has Mulliken spin populations of −0.97 and +0.97 on the two end atoms. Reversing the relative sign of the two vectors exchanges the ends.

### 2. Different left and right states

The coupled-cluster right state is \(|R\rangle=e^T|0\rangle\), where \(|0\rangle\) is the UHF determinant. The left state is

\[
\langle L|=\langle0|(1+\Lambda)e^{-T},
\]

where \(\Lambda\) contains de-excitations and is fixed by making the energy functional stationary with respect to the amplitudes in \(T\). The exponentials cancel in the norm, and \(\langle0|\Lambda|0\rangle=0\), so \(\langle L|R\rangle=1\). The energy is \(\langle L|H|R\rangle\): the term with \(\Lambda\) multiplies the amplitude equations, which vanish at the solution.

Suppose that

\[
|R\rangle=c_S|S\rangle+c_T|T_0\rangle .
\]

Define \(w_S=c_S\langle L|S\rangle\) and \(w_T=c_T\langle L|T_0\rangle\). The norm gives \(w_S+w_T=1\). Both operators act to the right on eigenstates, so

\[
E_{BS}=w_SE_S+w_TE_T,\qquad \langle S^2\rangle_{BS}=2w_T .
\]

Let the HS state be the true triplet. The numerator of the formula becomes

\[
w_SE_S+w_TE_T-E_T=w_S(E_S-E_T)=2Jw_S,
\]

because \(w_T-1=-w_S\). The denominator is \(2-2w_T=2w_S\). Their ratio is \(J\), provided \(w_S\ne0\). No property of \(\langle L|\) beyond this was used. It is therefore sufficient that the right state lies in the two-state space, that the HS state is the true triplet, and that one functional is used for both energy and spin. These conditions are not necessary: the same algebra holds if the left state lies in that space instead, and part 5 gives the general condition.

The weights are products of left and right coefficients and need not be positive, so \(\langle S^2\rangle\) can be negative. A numerical test used \(0.8|S\rangle+0.6|T_0\rangle\) on the right and a left vector with other weights plus random components. It gave \(\langle S^2\rangle=-0.660\), and the formula still returned \(J=-0.004551\) hartree, the FCI value.

### 3. The spin expectation value

Let \(p,r\) label real orthonormal α orbitals and \(Q,R\) real orthonormal β orbitals spanning the same space, with spatial overlap \(s_{pQ}=\langle p|Q\rangle\). (As an index, \(R\) is an orbital, not the right state.) The ladder operators are

\[
S_+=\sum_{pQ}s_{pQ}\,p^\dagger_\alpha Q_\beta,\qquad
S_-=\sum_{rR}s_{rR}\,R^\dagger_\beta r_\alpha .
\]

In their product, use \(r_\alpha p^\dagger_\alpha=\delta_{rp}-p^\dagger_\alpha r_\alpha\):

\[
S_-S_+=\sum s_{rR}s_{pQ}\left(\delta_{rp}R^\dagger_\beta Q_\beta-R^\dagger_\beta p^\dagger_\alpha r_\alpha Q_\beta\right).
\]

In the first term \(\sum_p s_{pR}s_{pQ}=\delta_{RQ}\), which leaves the number operator of β electrons. In the second, exchanging the two creators and exchanging the two annihilators gives two minus signs, which cancel. Therefore

\[
\langle S^2\rangle=M_S(M_S+1)+N_\beta-\sum s_{pQ}s_{rR}\,
\langle p^\dagger_\alpha R^\dagger_\beta Q_\beta r_\alpha\rangle .
\]

For UCCSD, the brackets denote \(\langle L|\ldots|R\rangle\). The density matrices used here are unrelaxed: they contain no response of the UHF orbitals. The resulting BS value was tested against explicit left and right vectors in the full determinant space.

For one determinant, the two-particle average is nonzero only for \(p=r\) and \(Q=R\), both occupied. The sum reduces to \(\sum_{iJ}^{\rm occ}s_{iJ}^2\). In the BS determinant \(M_S=0\) and \(N_\beta=2\), so

\[
\langle S^2\rangle_{BS}^{UHF}=2-\sum_{iJ}^{\rm occ}s_{iJ}^2=0.989 .
\]

Rotating the occupied orbitals into corresponding pairs makes the overlap matrix diagonal. The magnetic pair has overlap 0.139 and contributes 0.019 to the sum. The bridge pair contributes the remaining 0.992. It falls slightly short of 1 because the α and β bridge orbitals differ a little. The UHF spin value is thus close to that of the equal mixture, for which \(\langle S^2\rangle=1\).

### 4. The numbers

The energies in hartree and the spin values are:

| State | \(E\) | \(\langle S^2\rangle\) |
|---|---:|---:|
| UHF BS | −2.113422 | 0.98895 |
| UHF HS | −2.108873 | 2.00137 |
| UCCSD BS | −2.141911 | 0.33095 |
| UCCSD HS | −2.135653 | 2.00002 |
| FCI singlet | −2.144824 | 0 |
| FCI triplet | −2.135721 | 2 |

The reference coupling is half the FCI energy difference:

\[
J_{FCI}=\frac{-0.009103}{2}=-0.004551\ \text{hartree}=-999\ \text{cm}^{-1}.
\]

The UCCSD result is

\[
J_{CC}=\frac{-0.006258}{2.00002-0.33095}=\frac{-0.006258}{1.66907}
=-0.003749\ \text{hartree}=-823\ \text{cm}^{-1}.
\]

The sign is right, but the magnitude is 17.6 % too small relative to FCI. For comparison, UHF energies and UHF spin values give

\[
J_{UHF}=\frac{-0.004548}{2.00137-0.98895}=-0.004492\ \text{hartree},
\]

which is 1.3 % too small in magnitude. The lower-level method is closer here, although its total energies are much worse. This calls for an explanation before either number is trusted.

FCI is exact within this basis and for these fixed nuclei. The basis has no polarization functions, so −999 cm⁻¹ is not a prediction for experiment. Adding p functions (6-311G**) moves \(J_{FCI}\) to −1006 cm⁻¹ and the UCCSD \(\langle S^2\rangle_{BS}\) from 0.33 to 0.41. The UCCSD error stays near 17.5 %, while the UHF error grows from 1.3 % to 6.9 %.

### 5. Where the error comes from

The exact line in the plane of \(\langle S^2\rangle\) and \(E\) is \(E_S-J_{FCI}\langle S^2\rangle\). Define the defect of a state \(X\) as its height above this line:

\[
\delta_X=E_X-\left(E_S-J_{FCI}\langle S^2\rangle_X\right).
\]

Subtracting the HS relation from the BS relation gives

\[
E_{BS}-E_{HS}=J_{FCI}\left(\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}\right)+\delta_{BS}-\delta_{HS}.
\]

Division by the spin difference yields

\[
J-J_{FCI}=\frac{\delta_{BS}-\delta_{HS}}
{\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}} .
\]

Equal defects cancel, however large they are.

**UHF.** From the table, the BS defect is

\[
\delta_{BS}=-2.113422+2.144824-0.004551\times0.98895=0.0269\ \text{hartree}.
\]

The same arithmetic for HS gives 0.0268 hartree. Both points miss nearly the same amount of energy. The difference is about 0.00006 hartree, and dividing it by 1.012 gives the small error in \(J_{UHF}\). The good result is therefore a cancellation between two large defects.

**UCCSD.** The defects are \(\delta_{BS}=0.001406\) and \(\delta_{HS}=0.000068\) hartree. Both are far smaller than in UHF, but they are unequal:

\[
J_{CC}-J_{FCI}=\frac{0.001406-0.000068}{1.66907}=0.00080\ \text{hartree}.
\]

This is the whole error, and nearly all of it belongs to the BS state.

To locate its origin, form the operator \(K=H-E_S+J_{FCI}S^2\). It annihilates the singlet. It also annihilates the triplet, since \(E_T-E_S+2J_{FCI}=0\). Let \(Q\) remove these two states from \(|R\rangle\). Then

\[
\delta_{BS}=\langle L|K|R\rangle=\langle L|KQ|R\rangle .
\]

The BS defect comes from the part of the right state outside the two-state space. The numerical evaluation of the last expression reproduces the defect within the tolerance of the test. That part has a weight of just 0.0018 in \(|R\rangle\), but the energies of the states it contains are not on the line, and the coupling itself is only a few thousandths of a hartree.

Such a part is present because \(T\) is truncated. With four electrons, including connected triples and quadruples would make the ansatz equivalent to FCI, and the solution for the singlet would have no defect.

**How far is the singlet restored?** Exchanging the two magnetic spins is a double excitation of the BS determinant. Let \(i,j\) be the magnetic α and β orbitals. Let \(a\) be the normalized part of \(j\) outside the occupied α space, and \(b\) the corresponding part of \(i\) outside the occupied β space. The coefficient of the exchanged determinant in \(e^T|0\rangle\) is

\[
c=t_{ij}^{ab}+t_i^at_j^b .
\]

The second term comes from the product of two single excitations. The magnitude of \(c\) is 0.37 in UCCSD. In the FCI singlet, measured relative to the BS determinant, it is 0.95. UCCSD has started to restore the singlet but has not completed it.

A two-determinant estimate connects \(c\) with the spin. Let \(|d\rangle\) and \(|d'\rangle\) be orthogonal determinants with exchanged magnetic spins, with phases such that \(|S\rangle=(|d\rangle+|d'\rangle)/\sqrt2\) and \(|T_0\rangle=(|d\rangle-|d'\rangle)/\sqrt2\). Then

\[
|d\rangle+c|d'\rangle=\frac{(1+c)|S\rangle+(1-c)|T_0\rangle}{\sqrt2},
\]

and the triplet share is

\[
\frac{(1-c)^2}{(1+c)^2+(1-c)^2}=\frac{(1-c)^2}{2(1+c^2)} .
\]

For \(c=0.37\) this is 0.17. The computed share within the two-state part of \(|R\rangle\) is 0.16. Twice that share is 0.32, close to the UCCSD value \(\langle S^2\rangle=0.33\).

The missing restoration comes mostly from connected triples. Adding them to \(T\) on the same BS determinant raises \(|c|\) to 0.93, lowers the triplet share to 0.0002, and brings the energy to −2.144709 hartree, about 0.0001 above the FCI singlet. Adding connected quadruples without triples leaves \(|c|\) at 0.35. The triples can be sorted by the corresponding orbitals they empty. Adding only those that excite both magnetic electrons and one bridge electron gives \(|c|=0.75\), whereas adding only those that excite one magnetic electron and both bridge electrons gives 0.43. The subset of the first class that consists of the spin exchange \(i\to a\), \(j\to b\) plus one bridge excitation gives 0.59. A readjustment of the bridge that accompanies the exchange of the magnetic spins is therefore a substantial part of the effect, but not all of it.

**May the UHF spin value be used?** It belongs to a different state. Combining it with UCCSD energies gives

\[
J=\frac{-0.006258}{1.01243}=-0.006181\ \text{hartree},
\]

which is 35.8 % too large in magnitude. The numerator contains the energy lowering from partial singlet restoration, while the denominator still describes the unrestored mixture.

The opposite shortcut treats the BS state as a pure singlet and divides by 2. It gives −0.003129 hartree, 31.3 % too small in magnitude. The consistent UCCSD formula is better than both shortcuts here, but it cannot remove the defect of the BS state.

## Two variations

### A. Two electrons and no bridge

Consider two hydrogen atoms alone, with a BS determinant whose two occupied orbitals have overlap \(s\). What do the consistent formula and the one with UHF spin values give?

Single and double excitations exhaust a two-electron problem. If the BS calculation converges to the lowest singlet, its right state is that singlet, so \(E_{BS}=E_S\). Also \(S^2|R\rangle=0\), hence \(\langle S^2\rangle_{BS}=0\) for any left state. Let the HS calculation converge to the lowest triplet. The consistent formula gives

\[
\frac{E_S-E_T}{2-0}=J .
\]

For the UHF determinant, part 3 with \(M_S=0\) and \(N_\beta=1\) gives \(\langle S^2\rangle_{BS}=1-s^2\). The HS determinant has \(\langle S^2\rangle=2\). The mixed formula therefore gives

\[
\frac{E_S-E_T}{2-(1-s^2)}=\frac{2J}{1+s^2} .
\]

At weak overlap the result approaches \(2J\), an error of a factor of two. In the four-electron system the singlet is only partly restored, so the mixed formula exceeds the consistent one by the smaller factor \(1.66907/1.01243=1.65\). Its error of 35.8 % relative to FCI is smaller still because the consistent value is itself 17.6 % too small in magnitude, and the two errors partly cancel.

### B. Moving the end atoms

Repeat the comparison for outer gaps of 2.60 and 3.40 bohr. Does the relative error of UCCSD disappear as the coupling weakens?

| Gap (bohr) | \(J_{FCI}\) (hartree) | \(J_{CC}\) (hartree) | UCCSD error | UHF error |
|---:|---:|---:|---:|---:|
| 2.60 | −0.01424 | −0.01220 | −14.4 % | −4.5 % |
| 3.00 | −0.00455 | −0.00375 | −17.6 % | −1.3 % |
| 3.40 | −0.00134 | −0.00113 | −15.9 % | +3.0 % |

Errors are relative to \(J_{FCI}\); a negative one means that the magnitude is too small.

It does not disappear over this range. The BS defect falls from 0.00393 to 0.00141 and then to 0.00035 hartree, but \(|J_{FCI}|\) falls at a similar rate. Their ratio is 0.28, 0.31 and 0.26. At 3.40 bohr, taking \(\langle S^2\rangle_{HS}=2\) and the computed \(\langle S^2\rangle_{BS}=0.534\), the error formula gives

\[
\frac{0.000350-0.000037}{2-0.534}=0.00021\ \text{hartree},
\]

which is the difference between the two couplings in the last row.

The spin-exchange coefficient in UCCSD falls from 0.50 to 0.37 and 0.25, whereas in the FCI singlet it rises from 0.84 to 0.95 and 0.99. Restoration of the singlet thus becomes less complete as the ends separate, and \(\langle S^2\rangle_{BS}\) rises from 0.14 to 0.33 and 0.53.

The UHF error changes sign between 3.00 and 3.40 bohr. Its small value at 3.00 bohr is partly due to the nearness of this crossing and should not be carried over to other geometries or basis sets. The numerical output lists the remaining estimates for all three gaps.

## Computed results

```
Basis 6-311G, spatial orbitals: 12
Central bond: 1.40 bohr; main outer gap: 3.00 bohr
Distance between end atoms: 7.40 bohr
UHF BS: E = -2.11342160 hartree, <S2> = 0.988949
UHF HS: E = -2.10887338 hartree, <S2> = 2.001374
UHF E_BS - E_HS = -0.00454823 hartree
UCCSD BS: E = -2.14191098 hartree, <S2> = 0.330955
UCCSD HS: E = -2.13565347 hartree, <S2> = 2.000020
UCCSD E_BS - E_HS = -0.00625751 hartree
FCI singlet: E = -2.14482370 hartree
FCI triplet: E = -2.13572104 hartree
FCI gap E_T - E_S = 0.00910266 hartree = 1997.80 cm^-1
Magnetic orbital overlap (UHF BS): 0.13949
Equal FCI mixture, end spin populations: -0.9691, 0.9691
Unrelated left state: <S2> = -0.66028, J = -0.004551 hartree
J, FCI: -0.00455133 hartree, error 0.00 %
J, UHF Yamaguchi: -0.00449240 hartree, error -1.29 %
J, UCCSD Yamaguchi, UCCSD <S2>: -0.00374911 hartree, error -17.63 %
J, UCCSD energies, UHF <S2>: -0.00618071 hartree, error 35.80 %
J, UCCSD, BS taken as pure singlet: -0.00312876 hartree, error -31.26 %
J in cm^-1: FCI -998.90, UCCSD Yamaguchi -822.84
Trend with outer gap (J and defects in hartree):
gap 2.6 bohr: J_FCI -0.0142429, J_UCCSD -0.0121990, J_UHF -0.0136060
  <S2>_BS: UHF 0.94373, UCCSD 0.13582
  J errors in %: UHF -4.47, UCCSD -14.35, UHF <S2> 50.78, pure singlet -20.16
  spin-exchange coefficient: UCCSD 0.49530, FCI singlet 0.84232
  right state: weight outside span 0.004153, triplet share inside 0.062210
  defects: BS 0.0039282, HS 0.0001180
gap 3.0 bohr: J_FCI -0.0045513, J_UCCSD -0.0037491, J_UHF -0.0044924
  <S2>_BS: UHF 0.98895, UCCSD 0.33095
  J errors in %: UHF -1.29, UCCSD -17.63, UHF <S2> 35.80, pure singlet -31.26
  spin-exchange coefficient: UCCSD 0.36929, FCI singlet 0.95088
  right state: weight outside span 0.001777, triplet share inside 0.161658
  defects: BS 0.0014064, HS 0.0000675
gap 3.4 bohr: J_FCI -0.0013440, J_UCCSD -0.0011305, J_UHF -0.0013840
  <S2>_BS: UHF 0.99802, UCCSD 0.53354
  J errors in %: UHF 2.98, UCCSD -15.88, UHF <S2> 23.03, pure singlet -38.32
  spin-exchange coefficient: UCCSD 0.24548, FCI singlet 0.98557
  right state: weight outside span 0.000424, triplet share inside 0.264812
  defects: BS 0.0003496, HS 0.0000365
```
